# The printing cutoff of mask-edge ripples at 13.5 nm

## Problem

A scanner images long, straight mask lines with light of wavelength \(\lambda=13.5\) nm. The lens has a circular pupil of numerical aperture NA = 0.33. The source is a filled disc with partial coherence \(\sigma=0.8\), the ratio of source radius to pupil radius. A mask edge that should lie at \(x=x_e\) lies instead at \(x=x_e+u(y)\), with
\[
u(y)=a\cos qy,\qquad q=2\pi/L .
\]
All lengths are measured at wafer scale, after the reduction of the lens.

(a) Find the shortest period \(L\) that can appear in the image to first order in \(a\). Show that ripples with period below about 23 nm do not print to this order.

(b) For lines of pitch \(p=44\) nm with clear width \(w=22\) nm, find how strongly longer periods print, and how printing dies out at the cutoff.

(c) What remains at second order when the ripple is too short to print?

(d) Which properties of a real exposure move the cutoff, and does a smooth image of the edge imply a smooth resist edge?

## Solution

### Setting up the image

In atomic units \(\hbar=1\), so a photon's momentum equals its wave number \(k=\omega/c=2\pi/\lambda\). The pupil accepts transverse momenta up to \(P=k\,\mathrm{NA}\). A source point is labelled by the transverse momentum \(\mathbf s=(s_x,s_y)\) of its plane wave, with \(|\mathbf s|\le\sigma P\). Different source points are mutually incoherent, so their intensities add. Angle brackets denote the average over the source disc.

Take first a thin binary mask, with transmission 1 in the clear spaces and 0 elsewhere, and scalar light. The right-hand edge of a clear space is the step \(\theta(x_e+u-x)\). Its first derivative with respect to \(u\) is \(\delta(x_e+u-x)\). Its second derivative at \(u=0\) is \(\delta'(x_e-x)=-\delta'(x-x_e)\), because \(\delta'\) is odd. Hence
\[
t=t_0(x)+u(y)\,\delta(x-x_e)-\tfrac12u(y)^2\,\delta'(x-x_e)+\dots
\]
Let every right-hand edge carry the same ripple, while the left-hand edges stay straight. With \(G=2\pi/p\) and the origin at the centre of a clear space, \(x_e=w/2\) and
\[
t_0=\sum_m c_m e^{imGx},\qquad c_0=\frac wp,\qquad c_m=\frac{\sin(mGw/2)}{\pi m}\quad(m\ne0).
\]
The comb of delta functions has coefficients \(d_m=e^{-imGx_e}/p\).

Let \(\Pi(\mathbf k)\) be 1 inside the pupil and 0 outside. A factor \(e^{i\mathbf s\cdot\mathbf r}\) common to the whole field drops out of the intensity. Without it, the unperturbed and first-order fields are
\[
E_0=\sum_m c_m\,\Pi(s_x+mG,\,s_y)\,e^{imGx},
\]
\[
E_1=\frac a2\left(e^{iqy}D_++e^{-iqy}D_-\right),\qquad
D_\pm=\sum_m d_m\,\Pi(s_x+mG,\,s_y\pm q)\,e^{imGx}.
\]
The straight pattern changes \(s_x\) but leaves \(s_y\) alone. The ripple changes \(s_y\) by \(\pm q\).

### (a) The cutoff

Expanding \(\langle|E_0+E_1+\dots|^2\rangle\) gives the first-order image
\[
I_1=2\,\mathrm{Re}\,\langle E_0^*E_1\rangle .
\]
The disc is symmetric under \(s_y\to-s_y\), which exchanges \(D_+\) and \(D_-\) and leaves \(E_0\) unchanged. Both therefore give the same average \(A(x)=\langle E_0^*D_+\rangle\), and
\[
I_1=2\,\mathrm{Re}\left[\frac a2A\left(e^{iqy}+e^{-iqy}\right)\right]=2a\,\mathrm{Re}A(x)\,\cos qy .
\]

A source point contributes to \(A\) only if its rippled wave enters the pupil, which requires \(|s_y+q|\le P\). Therefore
\[
q\le P-s_y\le P+\sigma P ,
\]
since the most favourable source point has \(s_y=-\sigma P\). For larger \(q\), every term of \(D_+\) vanishes, whatever the value of \(m\). The bound cannot be lowered. At \(\mathbf s=(0,-\sigma P)\) the undiffracted wave passes because \(\sigma<1\), and the rippled wave with \(m=0\) reaches the rim of the pupil just when \(q=(1+\sigma)P\). Part (b) shows that the signal is nonzero just below this wave number. The cutoff period is
\[
\boxed{L_c=\frac{2\pi}{(1+\sigma)P}=\frac{\lambda}{\mathrm{NA}\,(1+\sigma)}}
=\frac{13.5\ \text{nm}}{0.33\times1.8}=22.73\ \text{nm}\;(227.3\ \text{Å}).
\]
This is the "about 23 nm" of the question. A period of exactly 23 nm still passes in principle, but part (b) shows how little of it does.

The pitch does not enter. For an isolated edge the sum over \(m\) becomes an integral over the momentum along \(x\), and the condition on \(s_y\) is the same. What does matter is that the unperturbed pattern is uniform along \(y\). If it has its own period \(2\pi/K\) along \(y\), as rows of short lines do, the ripple can scatter light by \(\pm q+jK\) with integer \(j\). Such a combination may enter the pupil even when \(q\) alone would not.

### (b) Strength of printing above the cutoff period

The printed edge is taken as the contour \(I=I_{\rm th}\), with the threshold chosen so that the straight edge prints at \(x_e\). If the edge moves by a small \(\xi\), then \(I_0'(x_e)\,\xi+I_1(x_e)=0\). The transfer \(T\), printed amplitude over mask amplitude, is therefore
\[
T(q)=-\frac{2\,\mathrm{Re}A(x_e)}{I_0'(x_e)} .
\]
The slope \(I_0'\) is negative at a right-hand edge.

For the example \(w=p/2\), so \(Gx_e=\pi/2\), \(c_0=1/2\) and \(c_{\pm1}=1/\pi\). Also \(G/P=\lambda/(\mathrm{NA}\,p)=0.930\). Orders with \(|m|\ge2\) are blocked, since \(2G-\sigma P=1.06P>P\). Define \(S_m(q)\) as the fraction of source points for which \(|\mathbf s+(mG,q)|\le P\). At the edge \(d_me^{imGx_e}=1/p\), so
\[
A(x_e)=\frac1p\sum_{m,m'}c_{m'}e^{-im'Gx_e}\,
\big\langle\Pi(s_x+mG,s_y+q)\,\Pi(s_x+m'G,s_y)\big\rangle .
\]
For \(m'=\pm1\) the phase factor is \(\mp i\). Reflection \(s_x\to-s_x\) makes the sum over \(m\) of the averages equal for \(m'=1\) and \(m'=-1\), so these two contributions cancel. For \(m'=0\) the second pupil factor is 1 throughout the source. What remains is
\[
A(x_e)=\frac{S_0(q)+2S_1(q)}{2p},\qquad
T(q)=\frac{S_0(q)+2S_1(q)}{p\,|I_0'|}.
\]

The slope follows from the straight image. Let \(R\) be the fraction of source points for which both first orders pass. Then
\[
I_0=c_0^2+2c_1^2S_1(0)+4c_0c_1S_1(0)\cos Gx+2c_1^2R\cos2Gx .
\]
At \(Gx_e=\pi/2\) this gives
\[
I_{\rm th}=\frac14+\frac{2}{\pi^2}\left[S_1(0)-R\right],\qquad
I_0'=-\frac{2G}{\pi}S_1(0).
\]
The computed values are \(I_{\rm th}=0.3373\) of the clear intensity and \(I_0'=-0.04232\) per nm. The second relation then gives \(S_1(0)=0.466\).

**Long periods.** As \(q\to0\), \(S_0\to1\) and \(S_1\to0.466\), so
\[
T(0)=\frac{1+2\times0.466}{44\times0.04232}=1.04 .
\]
This is a uniform displacement of all right-hand edges. It is not exactly 1 because the clear spaces also become wider, which changes the light level at the edge.

**Shorter periods.** The transfer at fixed threshold and best focus is:

| \(L\) (nm) | \(T\) |
|---|---|
| 80 | 0.823 |
| 40 | 0.388 |
| 30 | 0.131 |
| 26 | 0.035 |
| 24 | 0.010 |
| 23 | 0.001 |

As a test of the expansion in \(a\), the image of the full rippled mask was also computed for \(a=0.2\) nm and its threshold contour traced. The transfers from the contours agree with the first-order values to within 0.0001 at all six periods.

**Approach to the cutoff.** The term \(S_1\) vanishes once \(\sqrt{G^2+q^2}>(1+\sigma)P\), which for this pitch means periods below about 26.5 nm. Only \(S_0\) is then left. It is the overlap of the source disc with a pupil disc displaced by \(q\), divided by the source area. Put \(X=s_x/P\), \(Y=s_y/P\) and
\[
\eta=1+\sigma-\frac qP .
\]
For small \(\eta\) the overlap is a thin lens around \((0,-\sigma)\). Its lower boundary is the source rim and its upper boundary is the displaced pupil rim:
\[
Y_{\rm low}\simeq-\sigma+\frac{X^2}{2\sigma},\qquad
Y_{\rm high}\simeq1-\frac qP-\frac{X^2}{2}=\eta-\sigma-\frac{X^2}{2}.
\]
The thickness is \(\eta-X^2(1+\sigma)/(2\sigma)\), which vanishes at \(X_0=\sqrt{2\sigma\eta/(1+\sigma)}\). Integrating this parabola from \(-X_0\) to \(X_0\) gives the area \(\tfrac43\eta X_0\). Division by the source area \(\pi\sigma^2\) yields
\[
S_0\simeq\frac{4}{3\pi\sigma^2}\sqrt{\frac{2\sigma}{1+\sigma}}\;\eta^{3/2}.
\]
At \(L=24\) nm, \(q/P=13.5/(0.33\times24)=1.7045\) and \(\eta=0.0955\), so \(S_0=0.0184\). Fewer than 2 percent of the source points carry the \(+q\) wave into the lens, and an equal share on the opposite side of the source carries the \(-q\) wave. The transfer is
\[
T\simeq\frac{0.01844}{44\times0.04232}=0.0099 .
\]
Direct averaging over a fine source mesh gives 0.0098. At 23 nm the law gives 0.00105 and the fine mesh 0.00104. A 23 nm ripple of 1 nm amplitude thus moves the printed edge by about 0.001 nm. The left-hand edge, straight on the mask, prints the ripple too. At \(x=-x_e\) the factor \(d_me^{imGx}\) is \((-1)^m/p\), so the outward movement there contains \(S_0-2S_1\) in place of \(S_0+2S_1\). Once \(S_1\) has vanished, both edges of the clear space move outward and inward together by equal amounts. Printing fades out continuously, and it is already weak several nanometres above \(L_c\).

### (c) What remains below the cutoff period

For a single period the blocking extends beyond first order. The full mask is periodic along \(y\), so it changes \(s_y\) only by \(nq\) with integer \(n\). If \(q>(1+\sigma)P\), every \(n\ne0\) gives
\[
|s_y+nq|\ge q-\sigma P>P .
\]
No such wave enters the lens, and the image is uniform along \(y\) for any ripple amplitude. The computed contour for a 22 nm ripple of 3 nm amplitude is straight, with a printed range of zero.

The edge can still shift as a whole. From \(u^2=\tfrac12a^2(1+\cos2qy)\), the uniform part of \(u^2/2\) is \(a^2/4\). It multiplies \(-\delta'(x-x_e)\), whose Fourier coefficients are
\[
\frac1p\,\frac{d}{dx}e^{-imGx}\Big|_{x_e}=-\frac{imG}{p}\,e^{-imGx_e}.
\]
Call the resulting field per unit coefficient \(F\). At the edge its order \(m\) has amplitude \(-imG/p\), while order \(m'=\pm1\) of \(E_0^*\) has amplitude \(-im'/\pi\). Their product is \(-mm'G/(\pi p)\). The products with \(m'=0\) cancel between \(m=1\) and \(m=-1\). Summing the four remaining pairs gives
\[
\langle E_0^*F\rangle=-\frac{2G}{\pi p}\left[S_1(0)-R\right].
\]
The bracket follows from the threshold: \((0.3373-0.25)\,\pi^2/2=0.431\). With \(G=0.1428\) per nm the average is \(-8.9\times10^{-4}\) per nm². Since \(E_1=0\), there is no other second-order term, and for \(a=1\) nm
\[
\bar\xi=-\frac{a^2}{4}\,\frac{2\langle E_0^*F\rangle}{I_0'}
=-\frac14\times\frac{2\times8.9\times10^{-4}}{0.04232}\ \text{nm}=-0.0105\ \text{nm}.
\]
The contour of the full mask gives the same value. The sign means that the clear space prints slightly narrower. In this example the straight left-hand edge moves inward by the same amount, so the width shrinks by 0.021 nm. Averaged along \(y\), the ripple leaves the mean transmission unchanged but blurs the edge, and this lowers the intensity at \(x_e\).

Real roughness contains many periods, and here the restriction to first order is essential. Let
\[
u=a(\cos q_1y+\cos q_2y),
\]
with periods 16 and 20 nm, both blocked. The cross term of \(u^2/2\) is
\[
a^2\cos q_1y\cos q_2y=\frac{a^2}{2}\left[\cos(q_1-q_2)y+\cos(q_1+q_2)y\right].
\]
The difference has period \((1/16-1/20)^{-1}=80\) nm, which the lens passes. For \(a=1\) nm the printed beat is \(-0.0155\cos[(q_1-q_2)y]\) nm, both from the second-order formula and from the contour of the full mask. The minus sign means that the clear space is narrowest where the two ripples reinforce each other. The beat is about 2 percent of what a direct 80 nm mask ripple of 1 nm amplitude would print. It grows as \(a^2\), so it matters more for rougher masks.

### (d) Real exposures

The wavelength and aperture of the example are those of one generation of extreme-ultraviolet scanners, which reduce the mask fourfold. A 44 nm pitch is comfortably within their reach. On the mask itself the cutoff period is \(4\times22.73\approx91\) nm. The source need not be a filled disc; it can be shaped to suit the pattern. The blocking condition uses only the largest \(|s_y|\) in the source. If this is \(\sigma_yP\), no ripple with period below \(\lambda/[\mathrm{NA}(1+\sigma_y)]\) prints to first order. This is a bound. If the extreme source points lie away from \(s_x=0\), the rippled wave may meet the pupil rim at a height below \(P\), and the actual cutoff period is then longer. A smaller filled disc does reach the bound: \(\sigma=0.3\), for example, raises the cutoff to 31.5 nm.

**Bandwidth.** A full bandwidth of 2 percent, a rough figure, includes light of wavelength 1 percent below the centre. Its cutoff is 22.50 nm, so the limit is softened by about 0.2 nm.

**Defocus and aberrations.** These multiply the pupil function by phases but do not enlarge the pupil, so blocked waves stay blocked. The strength above the cutoff period can change. With 40 nm defocus and the same threshold, the transfer at 30 nm is 0.134 instead of 0.131. It need not fall, because \(T\) is the ratio of the ripple signal to the image slope.

**Thick absorber.** A real absorber is several wavelengths thick and is lit obliquely. If it is periodic along \(y\), the outgoing field is still \(e^{is_yy}\) times a periodic function, so the momentum changes remain \(nq\). The oblique angle adds a constant momentum about which the lens is centred. This holds for each polarization component. The effect was sized with a 60 nm absorber of index \(0.95+0.03i\) (rough typical values), lit at 6 degrees and treated as a double pass without the multilayer's angular response. For a 22 nm ripple of 0.5 nm amplitude the image showed no variation along the edge, with the tilt either across or along it. At 30 nm, with the tilt across the edge, the transfer was 0.142, against 0.136 for a thin mask on the same coarse mesh. Both values are about 0.005 too high because of the coarse mesh; converged, they are 0.137 and 0.131. The comparison keeps the threshold of the binary mask, at which the thick-mask space prints only about 20.3 nm wide. With the threshold reset so that the space prints at 22 nm, the thick-mask transfer is 0.131 to 0.133, depending on the sign of the tilt. The absorber thus changes the transfer by a few percent at most in this model, mainly by moving the contour.

**Photon counting.** The cutoff concerns the mean image. The resist receives discrete photons, each of 91.84 eV. Suppose a small area absorbs \(N\) photons on average and \(N+\delta N\) in one exposure. Its contour then satisfies \(I_0(x)(1+\delta N/N)=I_{\rm th}\), which to first order gives \(\delta x=-(\delta N/N)\,I_{\rm th}/I_0'\). Poisson statistics, \(\delta N_{\rm rms}=\sqrt N\), lead to
\[
\delta x_{\rm rms}=\frac{I_{\rm th}}{|I_0'|\sqrt N}.
\]
Take a clear-field dose of 30 mJ/cm² and an absorbed fraction of 0.2, both rough typical values. The dose is \(3.0\times10^{-16}\) J/nm², or 20.4 photons per nm² in a clear field. At the edge the intensity is lower by the factor \(I_{\rm th}\), so a square of side \(L_c/2=11.36\) nm there absorbs \(N=20.4\times0.2\times0.3373\times11.36^2\approx178\) photons, and
\[
\delta x_{\rm rms}=\frac{0.3373}{0.04232\times\sqrt{178}}\ \text{nm}=0.60\ \text{nm}.
\]
This estimate treats the intensity as constant over the square and omits electron spread and the randomness of the resist chemistry. Neighbouring squares fluctuate independently, so the noise includes periods near \(L_c\). For comparison, a 24 nm mask ripple of 1 nm amplitude prints only 0.01 nm. A smooth mean image therefore does not imply a smooth resist edge, and roughness on the wafer with periods below 23 nm is not by itself evidence of mask roughness at those periods.

The computed values are collected in the numerical output below.

## Computed results

```
wavelength 13.5 nm, NA 0.33, sigma 0.8
photon energy 91.84 eV
cutoff period 22.73 nm = 227.3 angstrom
line pitch 44 nm, clear width 22 nm
threshold / clear intensity 0.3373
image slope at edge -0.04232 per nm
counted cutoff, sigma 0.3: 31.49 nm (formula 31.47 nm)
counted cutoff, sigma 0.8: 22.76 nm (formula 22.73 nm)
ripple amplitude in contour test 0.2 nm
period 80 nm: transfer 0.82271, contour 0.82276
period 40 nm: transfer 0.38789, contour 0.38791
period 30 nm: transfer 0.13137, contour 0.13138
period 26 nm: transfer 0.03538, contour 0.03539
period 24 nm: transfer 0.00986, contour 0.00986
period 23 nm: transfer 0.00108, contour 0.00108
source-mesh shift at 30 nm 0.00006 (transfer)
near-cutoff law at 24 nm: 0.00990, mesh 0.00983, source fraction 0.01844
near-cutoff law at 23 nm: 0.00105, mesh 0.00104, source fraction 0.00195
22 nm ripple, amplitude 3 nm: printed range 0.0e+00 nm
22 nm ripple, amplitude 1 nm: mean shift -0.01052 nm
mean shift from second-order formula -0.01052 nm
20 + 16 nm ripples, 1 nm each: 80 nm beat -0.01546 nm
beat from second-order formula -0.01546 nm
defocus 40 nm: transfer at 30 nm 0.13445
thick mask, 22 nm, tilt across edge: image variation 0.0e+00
thick mask, 22 nm, tilt along edge: image variation 0.0e+00
absorber 60 nm (mask), tilt 6 deg, index 0.95+0.03j
30 nm transfer: thin grid 0.1361, thick 0.1422
bandwidth 2 percent: lowest cutoff 22.50 nm
dose 30 mJ/cm2, absorbed fraction 0.2
absorbed photons in 11.36 nm square 177.6
counting-noise edge rms 0.598 nm, sampled 0.614 nm
```
